# Apparent high-current dwells in telegraph signals with missed low dwells, part 2

A random telegraph signal is high while an oxide trap is empty and low while it holds an electron. Low dwells too short to be seen join high dwells together, so the measured mean high dwell is too long.

The true mean high and low dwells are $t_H$ and $t_L$. Section 2 assumes independent dwells at constant bias and temperature, exponential low dwells and a sharp rule: low dwells shorter than $d$ are missed, longer ones are seen with their true edges, no high dwell is missed, and noise creates no false transitions. High dwells are here exponential too.

With $G = e^{d/t_L}$, a low dwell is missed with probability $q = 1 - 1/G$. An apparent high dwell contains on average $q/(1 - q) = G - 1$ missed low dwells, of mean length $m = t_L - d/(G - 1)$. Section 4 found

$$
\int_0^d t\, \frac{e^{-t/t_L}}{t_L}\, dt = -\frac{d}{G} + t_L q .
$$

The apparent mean high dwell is $M_H = t_H + (G - 1)(t_H + m)$, so that

$$
M_H = (t_H + t_L)\, G - t_L - d , \qquad M_L = t_L + d .
$$

The apparent low mean $M_L$ follows because the part of a seen exponential dwell beyond $d$ again has mean $t_L$ (section 6). The simple, single-trap inversion is $t_L = M_L - d$ and $t_H = (M_H + M_L)\, e^{-d/t_L} - t_L$. Its derivatives at fixed $d$ are (section 10)

$$
\frac{\partial t_H}{\partial M_H} = \frac{1}{G} , \qquad
\frac{\partial t_H}{\partial M_L} = \frac{1}{G} + \frac{(t_H + t_L)\, d}{t_L^2} - 1 .
$$

The example has $t_H = 20$ ms, $t_L = 2$ ms and $d = 1$ ms at 300 K. Then $G = 1.6487$, $M_H = 33.27$ ms and $M_L = 3$ ms, and the two derivatives are $0.61$ and $5.1$. A 600 s record gives $M_H$ a relative standard error of $0.78\,\%$. An age equation for the low dwell gives the same $M_H$.

### 13. The effect on the trap level

If the trap exchanges electrons in equilibrium with a reservoir of Fermi level $E_F$, the ratio of empty to filled time equals the ratio of the statistical weights:

$$
\frac{t_H}{t_L} = g\, e^{(E_T - E_F)/kT} .
$$

Here $E_T$ is the effective trap level at the given bias, and $g$ is the degeneracy of the empty state divided by that of the filled state. Solving for $E_T$ with apparent and with true means, and subtracting, removes $g$ and $E_F$:

$$
\Delta E_T = kT \ln \frac{M_H/M_L}{t_H/t_L} = 25.85 \ln \frac{33.27/3}{20/2} = 2.7\ \text{meV} .
$$

The error is small because both apparent means are too long, by $66\,\%$ and $50\,\%$, and these errors largely cancel in the ratio. Correcting the low dwell alone would remove the cancellation and leave an error of $25.85 \ln 1.664 = 13$ meV. For this trap the apparent level is much less distorted than the apparent capture time. The fraction of time for which the trap seems filled is likewise only moderately wrong, at $8.27\,\%$ instead of $9.09\,\%$.

### 14. Several traps

Suppose that several traps can each lower the current, and that a filled trap blocks capture by the others. The current is high when all are empty. Let trap $k$ have capture rate $c_k$ and mean emission time $t_k$. The high dwell is exponential with $t_H = 1/\sum_k c_k$, and the next capture is into trap $k$ with probability $p_k = c_k\, t_H$. If the traps give the same low current, the low dwell has the mixed density

$$
f(t) = \sum_k p_k\, \frac{e^{-t/t_k}}{t_k} .
$$

The counting argument still holds, with a new probability $S = 1 - q$ that a low dwell is seen. The mean missed dwell is now $(1/q) \int_0^d t f\, dt$, so

$$
M_H = t_H + \frac{q}{S} \left( t_H + \frac{1}{q} \int_0^d t f(t)\, dt \right)
= \frac{1}{S} \left( t_H + \int_0^d t f(t)\, dt \right) ,
$$

where $1 + q/S = 1/S$ was used. The integral for each trap is that of section 4, which gives

$$
M_H = \frac{t_H + \sum_k p_k \left[ t_k - (t_k + d)\, e^{-d/t_k} \right]}{\sum_k p_k\, e^{-d/t_k}} .
$$

With one trap this reduces to the earlier result.

Let a fast trap with a mean emission time of $0.2$ ms take $10\,\%$ of the captures, while the slow trap keeps $t_1 = 2$ ms and the total $t_H$ is held at $20$ ms. The formula gives $M_H = 36.93$ ms, and a simulated trace gave $36.97$ ms. The mean low dwell is now $0.9 \times 2 + 0.1 \times 0.2 = 1.82$ ms. Putting this average into the single-trap formula gives $34.98$ ms, which is $5\,\%$ below the correct value for two traps. The average does not describe how many dwells survive the cut: it predicts a seen fraction $e^{-1/1.82} = 0.58$, while the true fraction is $0.55$.

What does the inversion return in such a case? Let the fast emission time $t_2$ be so short that practically every fast dwell is missed. Then $S = p_1 e^{-d/t_1}$ and $M_L = t_1 + d$. The apparent cycle is the true cycle divided by $S$, so the single-trap inversion yields

$$
t_1 \quad \text{and} \quad \frac{t_H + p_1 t_1 + p_2 t_2}{p_1} - t_1 = \frac{t_H + p_2 t_2}{p_1} .
$$

For the example the second value is $(20 + 0.02)/0.9 = 22.2$ ms. This is close to $t_H/p_1 = 1/c_1$, the capture time of the slow trap alone. The inversion then describes the visible trap and not the true mean high dwell.

Blocking is an approximation. If the fast trap kept its capture rate $p_2/t_H$ while the slow one was filled, capture would compete with emission at rate $1/t_1$. The chance of a second capture during a slow dwell would be

$$
\frac{p_2/t_H}{p_2/t_H + 1/t_1} = \frac{t_1}{t_1 + t_H/p_2} = \frac{2}{2 + 200} = 1\,\% .
$$

Such events produce a third current level, which the two-level model does not describe.

### 15. Short high dwells missed as well

A detector that misses short low dwells may miss short high dwells too. With the same $d$ for both, $4.9\,\%$ of the high dwells in the example are shorter than $d$. Let an apparent state begin at the true start of a dwell of its own kind that lasts at least $d$, and end where the next apparent state begins.

The first high dwell of an apparent high state then has mean $t_H + d$, by the argument of section 6. High dwells that follow a missed low dwell may have any length, since the apparent state is already high. Their mean remains $t_H$. The only change in the sum is therefore the first term:

$$
M_H' = t_H + d + (G - 1)(t_H + m) = M_H + d = (t_H + t_L)\, e^{d/t_L} - t_L .
$$

Exchanging the two states gives

$$
M_L' = (t_H + t_L)\, e^{d/t_H} - t_H .
$$

The example yields $M_H' = 34.27$ ms and $M_L' = 3.13$ ms, and the simulated trace gave $34.26$ ms and $3.13$ ms.

If these means are put into the simple inversion, it returns $t_H = 21.25$ ms and $t_L = 2.13$ ms. Both are about $6\,\%$ too long relative to the true values. The derivatives of section 10 account for the first error: the shifts of $1$ ms in $M_H$ and $0.128$ ms in $M_L$ contribute about $0.61 \times 1 + 5.1 \times 0.128 = 1.26$ ms. Half of the error thus comes from the small shift of the low dwell. For such a detector the two equations for $M_H'$ and $M_L'$ should be solved together, but their solution is not unique. In the example, true means of $t_H = 0.7629$ ms and $t_L = 0.2861$ ms give the same two apparent means as $20$ ms and $2$ ms. A larger $d$ tells the pairs apart if it is applied to the original signal: at $d = 2$ ms the slow pair gives $M_H' = 58$ ms, while the fast pair gives more than $1000$ ms. A larger cutoff applied to dwells that the detector has already merged is a poor substitute, because the merged low states of the fast pair are often longer than $2$ ms themselves.

### 16. A filter instead of a sharp cutoff

An amplifier with one time constant $\tau$ smooths the steps. Scale its output $y$ to $1$ for a settled high level and $0$ for a settled low level, and place the threshold at $1/2$. After a settled high level the output falls as $e^{-t/\tau}$ and reaches the threshold after $\tau \ln 2$. Setting this time equal to $d$ gives $\tau = 1/\ln 2 = 1.443$ ms.

The filter remembers earlier dwells. After a short high dwell the output has not settled at $1$, so a shorter low dwell is enough to cross the threshold. The edges also move. The fall is reported late by $d$ after a settled high level. The rise is late by nearly $d$ after a long low dwell, but by almost nothing after a low dwell that barely reached the threshold.

A simulated filtered trace of 300,000 cycles gave an apparent high mean of $33.34$ ms with a standard error of $0.08$ ms, and an apparent low mean of $2.72$ ms. The high mean is close to the sharp-cutoff value, and this trace is too short to show a difference. For exponential dwells the stationary density of $y$ is proportional to $y^{\tau/t_L - 1}(1 - y)^{\tau/t_H - 1}$, and its weight above the threshold and its crossing rate give exact means of $33.35$ ms and $2.71$ ms, so the high mean lies $0.08$ ms above the sharp-cutoff value. The low mean is $9$ to $10\,\%$ below $M_L = 3$ ms. This matters for the inversion, which would give $t_L = 1.72$ ms and

$$
t_H = (33.34 + 2.72)\, e^{-1/1.72} - 1.72 = 18.4\ \text{ms} .
$$

The recovered high dwell is $8\,\%$ too short. Agreement in $M_H$ alone does not show that the detector follows the sharp rule.

### 17. Errors in the dead time and in temperature

At fixed true dwells, differentiation of $M_H$ gives

$$
\frac{\partial M_H}{\partial d} = \frac{t_H + t_L}{t_L}\, e^{d/t_L} - 1 = 11 \times 1.6487 - 1 = 17.1 .
$$

An increase of $0.05$ ms in $d$ raises $M_H$ by $0.87$ ms, or $2.6\,\%$. This exceeds the statistical error of the 600 s record, so the dead time should be calibrated with care.

Now let both dwells be thermally activated with an assumed energy of $0.5$ eV, and let $d$ stay fixed. A rise from 300 K to 301 K multiplies both dwells by $0.938$, a fall of $6.2\,\%$. The apparent high dwell falls only to $32.29$ ms, or by $3.0\,\%$. Shorter low dwells are missed more often, and this offsets half of the change.

The factor of one half can be derived. Multiplying $t_H$, $t_L$ and $d$ by a common factor multiplies $M_H$ by the same factor. For a small relative change $\epsilon$ of the two dwells at fixed $d$, the change of $M_H$ is therefore

$$
\epsilon \left( M_H - d\, \frac{\partial M_H}{\partial d} \right) = \epsilon\, (33.27 - 17.14) = 16.1\, \epsilon\ \text{ms} ,
$$

which is $0.48\, \epsilon$ relative to $M_H$. With equal energies for both dwells, an activation energy taken from uncorrected high dwells near this temperature would accordingly come out at about half its true value. The factor is special to that assumption. If the high and low dwells have energies $E_H$ and $E_L$, the logarithmic derivatives of $M_H$ with respect to $t_H$ and $t_L$, which are $0.99$ and $-0.51$ in the example, give an apparent energy of $0.99\, E_H - 0.51\, E_L$. This is near $E_H$ for small $E_L$ and near zero for $E_L = 2 E_H$.

### 18. The model beside a real transistor

Telegraph dwells in small Si/SiO2 transistors range roughly from microseconds to many seconds and depend strongly on gate bias, so means of $2$ and $20$ ms are unremarkable. A dead time of $1$ ms is long for a fast amplifier. It stands for a slow or heavily filtered low-current measurement, and was chosen so that the correction is substantial. Real detectors can also miss short high dwells, and their cutoff need not be sharp. For the example, missing short high dwells under a sharp cutoff moves the recovered $t_H$ from $20$ ms to $21.2$ ms. The filter of section 16, which softens the cutoff, shifts the edges and also misses some short high dwells, moves it to $18.4$ ms. A hidden fast trap moves it to about $22.2$ ms. False transitions caused by noise have not been sized here. A false low dwell that is long enough to be seen divides a high dwell, but a false rise can cut a low dwell into pieces shorter than $d$ and so add to the merging.

For a single trap that meets the conditions of section 2, the uncorrected high mean is adequate when $d/t_L$ is well below the relative error that can be tolerated and $d$ is also shorter than $t_H$. If the detector misses short high dwells too, $d/t_H$ must also be well below that error. When these conditions fail, the high mean should be corrected, and the inversions used here require both apparent means and a calibrated $d$. The values computed by the program are in the numerical output below.

## Computed values

```
True mean high dwell tH: 20.000 ms
True mean low dwell tL: 2.000 ms
Shortest seen low dwell d: 1.000 ms
Temperature: 300 K
exp(d/tL): 1.64872
Missed fraction of low dwells: 39.35 %
Mean missed count per apparent high dwell: 0.6487
Same count, simulated: 0.6473
Mean length of a missed low dwell: 0.4585 ms
Apparent mean high dwell MH, formula: 33.272 ms
MH, age equation: 33.272 ms
MH, simulated: 33.262 ms
Standard error of simulated MH: 0.035 ms
MH, simulated with gamma high dwells: 33.286 ms
MH in seconds: 0.03327 s
MH relative to tH: 1.6636
First-order estimate of MH: 30.000 ms
Apparent mean low dwell ML, formula: 3.000 ms
ML, simulated: 3.004 ms
Apparent mean cycle: 36.272 ms
Standard deviation of apparent high dwell: 33.275 ms
Same deviation, simulated: 33.257 ms
tH recovered from simulated means: 20.012 ms
tL recovered from simulated means: 2.004 ms
True filled fraction: 9.09 %
Apparent filled fraction: 8.27 %
Thermal energy kT: 25.85 meV
Trap-level error from apparent means: 2.68 meV
Fraction of high dwells shorter than d: 4.88 %
Both kinds missed: apparent high mean: 34.272 ms
Both kinds missed: simulated high mean: 34.263 ms
Both kinds missed: apparent low mean: 3.128 ms
Both kinds missed: simulated low mean: 3.131 ms
Both kinds missed: tH from simple inversion: 21.249 ms
Both kinds missed: tL from simple inversion: 2.128 ms
Filter time constant: 1.443 ms
Filtered trace: apparent high mean: 33.34 ms
Filtered trace: standard error of high mean: 0.08 ms
Filtered trace: apparent low mean: 2.72 ms
Fast trap: share of captures: 10 %
Fast trap: mean emission time: 0.2 ms
Two traps: apparent high mean, formula: 36.925 ms
Two traps: apparent high mean, simulated: 36.965 ms
Two traps: average low dwell: 1.820 ms
Two traps: single-trap formula with average: 34.979 ms
Chance of second capture in a slow-trap dwell: 0.99 %
Assumed activation energy: 0.5 eV
Dwell scale factor after 1 K rise: 0.9378
MH after 1 K rise: 32.287 ms
Sensitivity dMH/dd: 17.14 ms per ms
Assumed error in d: 0.05 ms
Change of MH from error in d: 0.868 ms
Record length: 600 s
Apparent cycles in record: 16542
Statistical error of MH from record: 0.78 %
```
